# Solid heat capacities above melting: when the crystal wrongly returns

**Comment on the treatment of the solid phase above its melting point**

The manuscript builds a thermodynamic description of an alloy in the CALPHAD manner, with one Gibbs energy function per phase. The heat capacity of each solid element is fitted below melting and continued upwards with the same polynomial. The defence of this step, which is the argument examined here, can be paraphrased in three sentences:

1. Above the melting point the solid is unstable, so its heat capacity there cannot affect the equilibrium.
2. The liquid wins at melting because of its larger entropy, and its advantage can only grow on further heating.
3. The extrapolation is therefore harmless.

The second sentence contains the error. The liquid does have the larger entropy at melting, but whether it keeps it depends on the very heat capacity that the first sentence declares irrelevant. The first sentence is also unsafe in an alloy, where a solid solution can be stable far above the melting point of one of its components.

## What the melting point fixes

Take one element at fixed pressure, with a solid s and a liquid l, and no vapour or magnetic contribution. All quantities are molar. Define

$$D(T)=G_s-G_l,\qquad \sigma(T)=S_l-S_s .$$

The phase with the lower Gibbs energy is stable, so positive $D$ means liquid. At the melting temperature $T_m$ we have $D=0$ and $\sigma=\sigma_m>0$.

At fixed pressure $dG=-S\,dT$ for each phase, and $dS/dT=C/T$. Subtracting the two phases gives

$$\frac{dD}{dT}=-S_s+S_l=\sigma,\qquad \frac{d\sigma}{dT}=-\frac{C_s-C_l}{T}. \tag{1}$$

Integrating the first relation from $T_m$,

$$D(T)=\int_{T_m}^{T}\sigma(T')\,dT'. \tag{2}$$

The advantage of the liquid grows only while $\sigma>0$. If $C_s>C_l$, heating reduces $\sigma$. Should $\sigma$ reach zero at some $T_E$ and change sign, $D$ has a maximum there and then falls. If it falls to zero, at $T_R$, the model crystal becomes stable again.

Two statements must be kept apart.

- An entropy crossing is necessary for a return. If $\sigma$ stayed positive, the integral (2) would be positive at every $T>T_m$.
- A crossing is not sufficient, since $\sigma$ may recover before the accumulated positive area is used up. A return is certain if $C_s\ge C_l$ everywhere above $T_E$, with the inequality strict over some interval. Then $\sigma\le-\epsilon<0$ beyond some $T_1$, so $D(T)\le D(T_1)-\epsilon(T-T_1)$, which eventually becomes negative.

Close to melting the manuscript's practice does little damage. By (1), $D''=-(C_s-C_l)/T$. With $\delta=C_s(T_m)-C_l(T_m)$, Taylor expansion gives

$$D=\sigma_m(T-T_m)-\frac{\delta}{2T_m}(T-T_m)^2+O\big((T-T_m)^3\big).$$

Any smooth continuation above $T_m$ that starts from the same $C_s(T_m)$ shares these two terms. The choice of continuation enters at third order, and so matters over a long extrapolation.

## A model in which the crystal returns

Let $C_s=a+bT$ with $b>0$, and let $C_l$ be constant. Write $t=T/T_m$, $\alpha=C_l-a>0$ and $\beta=bT_m$. Then $C_s-C_l=-\alpha+\beta t$, and since $dT/T=dt/t$, equation (1) gives

$$\sigma=\sigma_m-\int_1^t\frac{-\alpha+\beta u}{u}\,du=\sigma_m+\alpha\ln t-\beta(t-1). \tag{3}$$

Insert this in (2) with $dT=T_m\,dt$. Using $\int_1^t\ln u\,du=t\ln t-t+1$,

$$\frac{D}{T_m}=\sigma_m(t-1)+\alpha(t\ln t-t+1)-\frac{\beta}{2}(t-1)^2. \tag{4}$$

The second derivative of $\sigma$ with respect to $t$ is $-\alpha/t^2<0$, so $\sigma$ is concave. It is positive at $t=1$ and tends to $-\infty$ both as $t\to0$ and as $t\to\infty$. It therefore has exactly two zeros, one on each side of melting. Setting (3) to zero and dividing by $\alpha$,

$$\ln t-\frac{\beta}{\alpha}t=-\frac{\sigma_m+\beta}{\alpha}.$$

Exponentiate, then multiply by $-\beta/\alpha$:

$$\left(-\frac{\beta t}{\alpha}\right)e^{-\beta t/\alpha}=-\frac{\beta}{\alpha}\,e^{-(\sigma_m+\beta)/\alpha}.$$

This has the form $we^w=z$, whose solutions are the branches $W_k(z)$ of the Lambert function. Hence

$$t=-\frac{\alpha}{\beta}\,W_k\!\left[-\frac{\beta}{\alpha}e^{-(\sigma_m+\beta)/\alpha}\right],\qquad k=0,-1. \tag{5}$$

Branch $-1$ has $w\le-1$ and gives the larger root, $T_E$. Branch 0 gives the smaller root, called $T_K$ below.

For numbers, take a model element A, not a named material, with $T_m=1000$ K, $\sigma_m=8$, $C_l=32$ and $C_s=20+0.016\,T$, entropies and heat capacities being in J/(mol K). Then $\alpha=12$, $\beta=16$ and $\delta=36-32=4$. The argument in (5) is $-(16/12)e^{-24/12}=-0.1804$, and the upper root is $T_E=2032$ K. There $D$ peaks at 4.64 kJ/mol.

The fall is visible in (4). At 3000 K,

$$\frac{D}{T_m}=8(2)+12(3\ln3-2)-8(2)^2=-0.45\ \text{J/(mol K)},$$

so $D=-0.45$ kJ/mol and the model predicts a crystal. The zero lies at $T_R=2957$ K. Beyond $T_E$ the solid heat capacity exceeds that of the liquid at every temperature, so by the argument above nothing within the model removes the crystal again. The solid's excess heat capacity is only 4 J/(mol K) at melting, but its linear growth brings the return below 3000 K. Held constant at 4 J/(mol K), the excess would give $\sigma=8-4\ln t$, which reaches zero only at $t=e^2$, or 7389 K.

## What the SGTE break does

The SGTE break replaces the solid heat capacity above $T_m$ by one that relaxes towards that of the liquid:

$$C_s=C_l+\delta\,t^{-10},\qquad T>T_m. \tag{6}$$

In the Gibbs energy this is a term proportional to $T^{-9}$, because $C=-T\,G''$ and two derivatives followed by the factor $T$ turn $T^{-9}$ into $T^{-10}$. The heat capacity is continuous at $T_m$. From (1),

$$\sigma=\sigma_m-\delta\int_1^t u^{-11}du=\sigma_m-\frac{\delta}{10}\left(1-t^{-10}\right), \tag{7}$$

and a second integration, with $\int_1^t u^{-10}du=(1-t^{-9})/9$, gives

$$\frac{D}{T_m}=\left(\sigma_m-\frac{\delta}{10}\right)(t-1)+\frac{\delta}{90}\left(1-t^{-9}\right). \tag{8}$$

For $\delta>0$, $\sigma$ decreases towards $\sigma_m-\delta/10$ without reaching it at finite temperature. For $\delta\le0$ it never falls below $\sigma_m$. The break therefore prevents an entropy crossing above melting if and only if

$$\delta\le10\,\sigma_m. \tag{9}$$

For element A the limit is $8-0.4=7.6$ J/(mol K), and the crystal stays away. At 3000 K the break gives $D=15.2$ kJ/mol, against $-0.45$ kJ/mol without it.

Element A meets (9) with a wide margin, $\delta=4$ against $10\sigma_m=80$ J/(mol K), but it is a condition. A case constructed to violate it, with $T_m=1000$ K, $\sigma_m=2$ and $\delta=25$ J/(mol K), has the limit $2-2.5=-0.5$ J/(mol K). The first term of (8) then falls linearly while the second is bounded, and the crystal returns at 1544 K despite the break.

## What the equal-entropy criterion does

The equal-entropy criterion leaves the solid heat capacity alone and adds a rule to the equilibrium calculation: a solid whose entropy exceeds that of the liquid at the same temperature and composition is not allowed to be stable.

For a pure element, suppose $C_s\ge C_l$ above $T_E$. Between $T_m$ and $T_E$, $\sigma>0$, so $D>0$ and the liquid wins without help. Above $T_E$, $\sigma\le0$. Where $\sigma<0$ the rule removes the solid. Where $\sigma$ is still zero, $D$ keeps its positive value from $T_E$. No spurious crystal survives.

The assumption about the heat capacities cannot simply be dropped. With $u=t-1$, consider an entropy difference that changes sign twice:

$$\sigma=\sigma_m(1-u)\left(1-\frac{u}{q}\right),\qquad q>1.$$

Integration gives

$$\frac{D}{\sigma_mT_m}=u\left[1-\frac{1}{2}\left(1+\frac1q\right)u+\frac{u^2}{3q}\right]. \tag{10}$$

These are logical counterexamples, not models of a substance. They specify only $C_s-C_l$, which falls without bound at high temperature, so $C_l$ must be taken to grow with temperature if $C_s$ is to stay positive throughout. Use $T_m$ and $\sigma_m$ of element A.

For $q=2$ the bracket is $1-\tfrac34u+\tfrac16u^2$, with discriminant $\tfrac{9}{16}-\tfrac23<0$. It has no real zero, so $D>0$ at all $T>T_m$, although at 2500 K the solid has the larger entropy by 1 J/(mol K). This is a crossing without a return.

For $q=4$ and $T=5500$ K, $u=4.5$. Then $\sigma=8(-3.5)(-0.125)=3.5$ J/(mol K), while (10) gives $D=-4.5$ kJ/mol. The liquid has regained the larger entropy, but the solid still has the lower Gibbs energy. The criterion admits this crystal.

Nor is the criterion a law of thermodynamics. A transition with $D=0$ and $\sigma<0$ is one in which a liquid crystallises on heating while absorbing heat. The second law permits such inverse melting. Using the criterion expresses a judgement that, for the substance at hand, the larger solid entropy is an artefact of extrapolation.

## The same difficulty below melting

The lower root in (5) is $T_K=170$ K. Below it the extrapolated liquid has less entropy than the crystal, because below 750 K its constant heat capacity exceeds that of the solid, so that it loses entropy faster on cooling. The crystal is nevertheless stable in this model: on heating from $T=0$, $D$ first falls from $T_m(-\sigma_m+\alpha-\beta/2)=-4$ kJ/mol, then rises from $T_K$ to zero at $T_m$, so it is negative throughout.

An unguarded equal-entropy criterion would remove this crystal below 170 K. The linear $C_s$ is itself unphysical as $T\to0$, where it tends to $a$ instead of zero, so the value 170 K and the $T=0$ limit of $D$ belong to the model only. The crossing, however, is the liquid's fault: a constant $C_l$ sends $S_l$ to $-\infty$ as $T\to0$, so it would cross the entropy of any crystal that obeys the third law. It is the liquid function that must be repaired. The SGTE continuation of the liquid below melting is $C_l=C_s-\delta t^6$. Equation (1) then gives

$$\sigma=\sigma_m-\delta\int_1^t u^5du=\sigma_m+\frac{\delta}{6}(1-t^6).$$

For element A this stays positive for all $t<1$, and at 100 K it equals 8.67 J/(mol K). If $\delta$ were negative, positivity down to $T=0$ would require $\sigma_m+\delta/6\ge0$. The nonzero difference left at low temperature belongs to a continued metastable liquid, not to an equilibrium state.

## Why the alloy feels the extrapolation much earlier

The authors might reply that they never calculate near $T_R$. For an alloy that is no defence. Let A mix with an element B that melts at 2500 K with an entropy of melting of 10 J/(mol K) and equal heat capacities in both phases. Let both solutions be ideal, with the solid ones sharing a single crystal structure. At 2200 K, $D_B=10(2200-2500)=-3000$ J/mol.

In each phase the chemical potential of component $i$ is $G_i+RT\ln x_i$. Equating it between the phases gives

$$x_i^s=k_i\,x_i^l,\qquad k_i=e^{-D_i/RT}.$$

The solid mole fractions must sum to one, so $k_Ax_A^l+k_B(1-x_A^l)=1$, and

$$x_A^l=\frac{k_B-1}{k_B-k_A},\qquad x_A^s=k_A\,x_A^l. \tag{11}$$

The energy of solid A, 1200 K above its own melting point, enters directly through $k_A$. With $RT=18.29$ kJ/mol, $k_B=e^{3.000/18.29}=1.178$, and the two continuations give:

| Solid A above melting | $D_A$ (kJ/mol) | solidus $x_A^s$ | liquidus $x_A^l$ |
|---|---:|---:|---:|
| polynomial continued | 4.50 | 0.352 | 0.450 |
| SGTE break | 9.16 | 0.189 | 0.311 |

A common-tangent construction on the Gibbs energy curves, made without (11), gives the same compositions. The solubility of A in the solid differs by nearly a factor of two, more than 700 K below $T_R$. Both descriptions reproduce the melting point and melting entropy of A, so those data cannot decide between them. Nor does (9) make the second row correct; it guarantees only the sign of $\sigma$. Phase-diagram data could constrain $D_A$, but in a fit with adjustable interaction energies an error in $D_A$ can be hidden, at least in part, by those energies.

The criterion must also be applied to the phase, not to its elements. At equal composition the ideal mixing entropies of solid and liquid cancel, leaving

$$S_l-S_s=x_A\sigma_A+x_B\sigma_B .$$

At 2200 K with the polynomial continued, $\sigma_A=-1.74$ J/(mol K), so pure solid A is excluded. The solid on the solidus has

$$0.352(-1.74)+0.648(10)=5.87\ \text{J/(mol K)}$$

and is allowed. Discarding A from the solid solution because pure A fails would be a misuse of the rule. In this example the rule excludes solids only for $x_A>10/(10+1.74)=0.85$, where the liquid is stable anyway. It therefore leaves the first row of the table as it stands: it prevents a false crystal, but does not correct the lattice stability $D_A$.

## The price of the break

The break has its own defect in an alloy. Ideal mixing adds to $G$ a term linear in $T$, which contributes nothing to $C=-TG''$, so the heat capacity of the solid solution is $x_AC_A+x_BC_B$. At the melting point of A, the slope of $C_A$ changes from $b$ to $-10\delta/T_m$, by (6) with constant $C_l$. The slope for the alloy jumps by

$$-x_A\left(b+\frac{10\delta}{T_m}\right)=-0.2\,(0.016+0.040)=-0.0112\ \text{J/(mol K}^2)$$

at $x_A=0.2$. Yet nothing melts there. At 1000 K, $D_A=0$ and $D_B<0$, so the solid curve lies below the liquid curve at every composition containing B. The solid curve is also convex, so the solid does not separate into two. For the chosen alloy $G_s-G_l=0.8\times10\times(-1500)=-12\,000$ J/mol. The kink is an imprint of the pure element's melting point on a stable solid that does not share it.

## Requested changes

The claim that the extrapolation is harmless should be withdrawn. The authors should plot $\sigma(T)$ for every solid, including metastable ones, over the full temperature range of the description.

If they keep the break, they should check (9) and report any kink that falls inside a stable solid field. If they prefer the equal-entropy criterion, they should apply it to whole phases at equal composition, look for a second reversal of $\sigma$ at high temperature, and use a liquid description that does not cross the crystal's entropy on cooling. In either case they should show how far the calculated solidus moves when the solid heat capacity above melting is varied within reasonable limits. The model parameters and the main results of this comment are listed in the numerical output; the remaining numbers follow from them by the arithmetic shown above.

## Values computed for the example and the checks

```
A: melting temperature 1000 K, melting entropy 8.0 J/mol/K
A: melting enthalpy 8.00 kJ/mol
A: C_s = 20.0 + 0.016 T, C_l = 32.0 J/mol/K
A: alpha 12.0, beta 16.0, delta 4.0 J/mol/K
Lambert argument -0.180447 (no unit)
Low-temperature entropy crossing T_K = 169.7 K
High-temperature entropy crossing T_E = 2031.6 K
Maximum of D at T_E = 4.641 kJ/mol
Return of the crystal T_R = 2957.4 K, T_R/Tm = 2.957
T (K): D plain, D break (kJ/mol); gap plain, gap break (J/mol/K)
1500: 3.298, 3.843; 4.866, 7.607
2000: 4.636, 7.644; 0.318, 7.600
2500: 3.489, 11.444; -5.005, 7.600
3000: -0.450, 15.244; -10.817, 7.600
3500: -7.384, 19.044; -16.967, 7.600
SGTE break: limiting entropy gap 7.60 J/mol/K
SGTE liquid: entropy gap at 100 K 8.667 J/mol/K
Violating case: s_m 2.0, delta 25.0 J/mol/K
Violating case: limiting gap -0.50 J/mol/K
Violating case: crystal returns at 1544.4 K
Constructed cases: gap = s_m (1-u)(1-u/q), u = T/Tm - 1
q=2: gap at 2500 K -1.000 J/mol/K
q=2: smallest D, 1050 to 8950 K, 0.385 kJ/mol
q=4, 5500 K: D -4.500 kJ/mol, gap 3.500 J/mol/K
B: melting temperature 2500 K, entropy 10.0 J/mol/K
Alloy temperature 2200 K, RT 18.2918 kJ/mol
D_B at alloy temperature -3.000 kJ/mol
D_A plain 4.495 kJ/mol
D_A break 9.164 kJ/mol
plain: solidus x_A 0.3519, liquidus x_A 0.4499 (mole fractions)
break: solidus x_A 0.1887, liquidus x_A 0.3114 (mole fractions)
Entropy gap of pure A at 2200 K -1.739 J/mol/K
Entropy gap of plain solidus alloy 5.869 J/mol/K
Kink alloy x_A 0.2: slope jump -0.0112 J/mol/K^2
Kink alloy at 1000 K: G_s-G_l -12.00 kJ/mol
```
